Sphere-to-cylinder bifurcation of a circular wafer under isotropic film stress, part 2

A thin film under equal-biaxial stress σ bends a round, isotropic wafer with a free edge; its principal curvatures κ₁ and κ₂ are sought. Slopes are small, but the deflection w may be comparable with the thickness or larger (von Kármán theory). Gravity is left out.

The wafer has radius R, thickness h, Young modulus E and Poisson ratio ν; the film has thickness t_f. Their biaxial moduli are M and M_f. The film force per length f = σt_f is fixed, with moment m = fh/2. Tension is positive, and m ≥ 0. Coordinates x, y and radius r lie in the mid-plane; w is positive towards the film. Units are SI; energies are averages per area.

For uniform curvature, with S = κ₁ + κ₂ and P = κ₁κ₂, the energy apart from a constant is

U = D S²/2 − D(1−ν)P + c P² − m S,

D = E h³/[12(1−ν²)], c = E h R⁴/384.

Completing both squares gives

U = (D/2)(S − m/D)² + c(P − P₀)² + terms independent of S and P,

P₀ = D(1−ν)/(2c),

κ_c = √P₀ = 4h/[R²√(1+ν)].

The critical film force is

f_c = 4Dκ_c/h = 4E h³/[3(1−ν²)√(1+ν)R²].

With load ratio s = f/f_c, m/D = 2sκ_c. For s ≥ 1, S = m/D, P = κ_c² and

κ₁,₂ = κ_c[s ± √(s² − 1)].

For s < 1 both curvatures equal κ, and k = κ/κ_c obeys

(1+ν)k + (1−ν)k³ = 2s.

These are the closed laws. The layer-strain energy, used for numerical tests, integrates the strain energy over the wafer volume and adds the film term.

The mid-plane strain without the film's uniform contraction is ê_ij, and its stress is s_ij. With subscripts on w and indices after a comma denoting derivatives,

ê_xx,yy + ê_yy,xx − 2ê_xy,xy = w_xy² − w_xx w_yy = −P.

The Airy function F of s_ij vanishes with its radial derivative at r = R:

∇⁴F = −E P,

F = −(E P/64)(R² − r²)².

**What changes at the transition**

Below the transition, Gaussian curvature and stretching energy grow with load. Above it, within this family, the product κ₁κ₂ remains κ_c² and the stretching energy remains cκ_c⁴. Additional film moment increases the sum of curvatures, which the wafer achieves by bending more about one axis and less about the other. The difference

κ₁ − κ₂ = 2κ_c√(s² − 1)

starts continuously from zero but with infinite slope in s.

The stability of the sphere follows by comparing curvatures κ + d and κ − d with equal curvatures κ. The sum is unchanged and P falls by d². Substitution in U gives

U(κ+d, κ−d) − U(κ, κ) = [D(1−ν) − 2cκ²]d² + c d⁴ = D(1−ν)(1 − k²)d² + c d⁴.

The quadratic coefficient changes sign at k = 1, so the sphere is stable below the threshold and unstable above it. The quartic term alone does not settle the type of bifurcation, because κ also adjusts as d grows. The stationary points do settle it. A state with unequal curvatures must be stationary in S and P separately, and apart from an exchange of axes the only such state is the one found above. It exists only for s > 1 and grows continuously from the sphere. The bifurcation is therefore a supercritical pitchfork: no jump and no hysteresis in this model. The sign change was tested with the layer-strain energy at load ratios 0.97 and 1.03. The energy does not select the direction of the cylinder axis.

A real load is slightly unequal in two directions. If the moments are m₁ and m₂, the term mS becomes m₁κ₁ + m₂κ₂. Subtracting the two equilibrium conditions ∂U/∂κ₁ = 0 and ∂U/∂κ₂ = 0 gives

(κ₁ − κ₂)[D(1−ν) − 2cP] = m₁ − m₂.

Equal curvatures are then no solution. As P approaches κ_c² the bracket becomes small, so a weak directional bias produces a visible difference before the ideal threshold, and the sharp transition is rounded.

**Relation to Stoney's formula**

At small load the cubic term is negligible, and

κ_St = m/[D(1+ν)] = 2sκ_c/(1+ν).

This is Stoney's formula. At s = 1 it gives 2κ_c/(1+ν), whereas the sphere has κ_c. Far above threshold, κ₁ approaches m/D = (1+ν)κ_St and κ₂ approaches zero within the uniform-curvature family. Numerical minimisation of the layer-strain energy confirmed the small-load limit, Stoney's formula, at s = 0.02 and the large-load limit at s = 8.

For the inverse task, below threshold

f = (f_c/2)[(1+ν)k + (1−ν)k³].

Above threshold, S = m/D gives

f = 2D(κ₁ + κ₂)/h.

Using Stoney's formula with the mean of the two curvatures gives D(1+ν)(κ₁ + κ₂)/h instead. It understates the force by the factor (1+ν)/2 throughout this branch.

**Worked example**

Take the round model values E = 150 GPa, ν = 0.25, h = 200 µm, R = 100 mm and t_f = 1 µm. Then

D = (150×10⁹ × 8×10⁻¹²)/(12 × 0.9375) = 0.1067 N m,

κ_c = (4 × 2×10⁻⁴)/(0.01 × √1.25) = 0.0716 m⁻¹,

f_c = 4 × 0.10667 × 0.07155/(2×10⁻⁴) = 152.6 N/m.

With a 1 µm film the critical stress is about 153 MPa. The edge rise there is κ_cR²/2 = 358 µm, or 1.8 wafer thicknesses, and the radius of curvature is 14.0 m.

At 100 MPa, s = 0.655. The curvature is 0.0552 m⁻¹, so k = 0.772 and

1.25 × 0.772 + 0.75 × 0.772³ = 1.310 = 2s.

Stoney's formula gives 0.0750 m⁻¹, which is 36 % above this uniform-curvature value. Even at 50 MPa, about one third of the critical stress, it is 13 % above. Without the restriction to uniform curvature, Stoney's value is 27 % above the area mean and 80 % above the centre curvature at 100 MPa, and 11 % and 28 % above them at 50 MPa.

At 200 MPa, s = 1.310 and √(s² − 1) = 0.847. Hence

κ₁ = 0.07155 × (1.310 + 0.847) = 0.154 m⁻¹,
κ₂ = 0.07155 × (1.310 − 0.847) = 0.033 m⁻¹.

These values assume uniform curvature. Without that restriction, the area means are 0.149 and 0.059 m⁻¹, so the smaller curvature is considerably underestimated. In the uniform-curvature shape the edge rises are 772 and 166 µm. Stoney's value, 0.150 m⁻¹, lies within 3 % of κ₁. This closeness is an accident of the load: for ν = 0.25 the two laws cross at s = 1.25. A scan along that direction alone would appear to confirm a formula that does not describe the shape, so agreement in one direction is not evidence of the linear regime.

At 300 MPa, s = 1.965, the curvatures are 0.262 and 0.0196 m⁻¹, and their ratio is 13.4. The unstable sphere at the same load has κ = 0.1017 m⁻¹, or k = 1.421. From the completed squares, with cκ_c⁴ = D(1−ν)κ_c²/2, its excess energy is

Dκ_c²[2(k − s)² + (1−ν)(k² − 1)²/2] = 0.54 mJ/m².

The largest edge slope is 0.026, so the small-slope assumption is sound. The bending part of the film correction, 3M_f t_f/(M h), is 1.5 % if film and wafer have equal biaxial moduli.

Gravity is less harmless. For a clamped disc under its weight per area ρgh, with ρ the density and g the acceleration of gravity, the plate equation D∇⁴w = ρgh has the solution ρgh(R² − r²)²/(64D), by the same calculation as for F. With ρ = 2300 kg/m³ the central deflection is 66 µm. The supports matter: a simply supported rim multiplies this linear result by (5+ν)/(1+ν) = 4.2, to about 280 µm. This exceeds the wafer thickness, and stretching reduces it to about 210 µm if the rim is free to move inwards. Compared with a critical edge rise of 358 µm, even the reduced sag is large. For a wafer this thin, the weight must be included in the calculation or kept from bending the wafer during the measurement. Deflections of this size do not simply add, so subtracting the sag is not enough.

**Error of the uniform-curvature assumption**

The restriction was relaxed by minimising the von Kármán energy with polynomial deflections up to degree 12, even in both x and y. The critical load was found from the loss of stability of the axisymmetric shape within this set. Degree 2 reproduces the closed threshold. Degrees 10 and 12 agree to the printed digits and place it 3.4 % higher, at 158 MPa in the example. This shift belongs to ν = 0.25; it runs from about −1 % at ν = 0 to about +5 % at ν = 0.45. Disturbances without these reflection symmetries were not examined.

At s = 0.5 the area-mean curvature is 0.667κ_c, against the closed value 0.642κ_c, but the centre has 0.519κ_c. The surface deviates from a best quadratic by 3.2 % of its rms height variation. "Nearly spherical" is thus a good description of height and a poorer one of local curvature.

Above threshold the area means, in units of κ_c, are:

s = 2: 3.55 and 0.80; closed 3.73 and 0.27.
s = 4: 7.52 and 0.98; closed 7.87 and 0.13.
s = 8: 15.37 and 1.30; closed 15.94 and 0.06.

At these loads the larger mean curvature is predicted within about 5 %. At the centre the agreement is poorer: at s = 2 the closed value is 20 % too high. The smaller mean curvature is not predicted well: from s = 2 to s = 8 it rises with load where the closed law falls. Its ratio to the larger one still decreases, from 0.22 through 0.13 to 0.085, so the shape does approach a cylinder, but more slowly.

A bending layer at the free rim supplies a large part of this effect. Consider a straight edge perpendicular to y on a cylinder of curvature κ₁. Let ζ be the distance inwards and η(ζ) the added deflection. Compatibility gives ê_xx,yy = −κ₁η″, so the decaying strain is ê_xx = −κ₁η. With s_yy = 0, the added energy per edge length is

∫[Dη″²/2 + (νDκ₁ − m)η″ + E hκ₁²η²/2] dζ.

Varying η and integrating by parts twice yields

Dη″″ + E hκ₁²η = 0,

with Dη″ = m − νDκ₁ and η‴ = 0 at the edge. For m ≈ Dκ₁ the edge curvature is (1−ν)κ₁, not zero. The decaying solution is

η″ = (1−ν)κ₁ e^(−ζ/ℓ)[cos(ζ/ℓ) + sin(ζ/ℓ)],

ℓ = √(h/κ₁)/[3(1−ν²)]^(1/4).

Its integral over ζ is (1−ν)κ₁ℓ. On the round rim, let φ be the angle between the edge normal and y. The cylinder then has curvature κ₁cos²φ along the edge and κ₁sin²φ across it. The added edge curvature becomes (1−ν)κ₁cos²φ, the layer width becomes ℓ/|cos φ|, and a further factor cos²φ projects the added curvature on y. Integrating (1−ν)κ₁ℓ|cos φ|³ around the rim, where the integral of |cos φ|³ is 8/3, and dividing by the disc area gives the estimate

mean κ₂/κ₁ ≈ 8(1−ν)ℓ/(3πR).

With κ₁ = 2sκ_c this is 0.13, 0.09 and 0.065 at s = 2, 4 and 8, or 58 %, 70 % and 77 % of the computed ratios. The share grows with load, as expected of an estimate that requires ℓ to be much smaller than R.

At the centre the smaller curvature is slightly negative, −0.09κ_c at s = 2 and −0.10κ_c at s = 4. At s = 8 it is also negative, but its size is not converged: degree 12 gives −0.05κ_c and degree 16 gives −0.09κ_c. The middle is a very weak saddle. The rim estimate does not explain this sign, and no cause is assigned to it here.

**Choosing and applying a relation**

For prediction, compute s first. Use the cubic for s < 1 and the two-curvature formula for s > 1, and treat loads within a few per cent of s = 1 as undecided. This range holds only for very nearly equal moments. If the moments in the two directions lie 1 % above and 1 % below their mean, the two curvatures already differ by more than a quarter of their mean at s = 0.9. The rule also assumes an isotropic wafer. In a crystal such as (100) silicon the threshold shifts and the lattice favours certain bending axes; the instability first appears with principal axes along ⟨100⟩, and inserting the ⟨110⟩ constants in the isotropic formula puts the threshold about 40 % above the anisotropic value for uniform curvature and about 36 % above the value without that restriction. For uniform curvature, Stoney's value exceeds the nonlinear one by the fraction (1−ν)k²/(1+ν), the relative size of the cubic term, and this must be below the permitted error. The curvature at the centre needs a stricter limit: at s = 0.5 the fraction is 25 %, but Stoney's value, 0.80κ_c, is 20 % above the computed area mean and 54 % above the computed centre value.

For inversion, the way in which curvature is extracted matters. At s = 2 the area means sum to 4.35κ_c instead of 4κ_c, so the inverse formula overstates the force by 9 %. The centre curvatures sum to 3.02κ_c and understate it by 25 %. At s = 8 the two errors are 4 % and 6 %. Just below the threshold the errors are larger: at s = 0.9 the cubic overstates the force by 20 % if the area mean is inserted and understates it by 44 % if the centre curvature is used. The product κ₁κ₂ should not be used as a check on measured area means: at s = 2 it is 2.8κ_c², not κ_c². Where such errors are too large, the full plate problem must be solved and compared with the measured height map.

Calculated quantities

```
Young modulus 150 GPa, Poisson ratio 0.25
wafer thickness 200 um, radius 100 mm, film thickness 1 um
bending stiffness D = 0.10667 N m
critical curvature = 0.07155 1/m, radius of curvature 13.98 m
critical film force = 152.65 N/m
critical film stress = 152.65 MPa
edge rise at critical point = 357.8 um
Stoney curvature at critical load = 0.11449 1/m
constant-curvature results:
 stress 50 MPa: load ratio 0.3275, Stoney 0.03750 1/m
  k1 0.03321, k2 0.03321 1/m; edge rise 166.0 and 166.0 um
 stress 100 MPa: load ratio 0.6551, Stoney 0.07500 1/m
  k1 0.05524, k2 0.05524 1/m; edge rise 276.2 and 276.2 um
 stress 200 MPa: load ratio 1.3102, Stoney 0.15000 1/m
  k1 0.15432, k2 0.03318 1/m; edge rise 771.6 and 165.9 um
 stress 300 MPa: load ratio 1.9653, Stoney 0.22500 1/m
  k1 0.26168, k2 0.01957 1/m; edge rise 1308.4 and 97.8 um
at 300 MPa: unstable sphere curvature 0.10171 1/m
 energy gain over that sphere = 0.5363 mJ/m^2
 curvature ratio k1/k2 = 13.37
 largest edge slope = 0.0262 rad
non-uniform curvature, critical load / closed critical load:
 polynomial degree 2: 1.00000
 polynomial degree 4: 1.02817
 polynomial degree 6: 1.03500
 polynomial degree 8: 1.03448
 polynomial degree 10: 1.03447
 polynomial degree 12: 1.03447
 refined critical stress = 157.9 MPa
refined shapes, curvatures over closed critical curvature:
 load ratio 0.5: closed 0.6416, 0.6416; area means 0.6671, 0.6671
  centre 0.5186, 0.5186; non-quadratic rms share 3.24 %
 load ratio 2.0: closed 3.7321, 0.2679; area means 3.5532, 0.7992
  centre 3.1093, -0.0934; non-quadratic rms share 4.07 %
 load ratio 4.0: closed 7.8730, 0.1270; area means 7.5195, 0.9837
  centre 7.0307, -0.0992; non-quadratic rms share 3.14 %
 load ratio 8.0: closed 15.9373, 0.0627; area means 15.3718, 1.3020
  centre 15.0786, -0.0521; non-quadratic rms share 1.84 %
mean k2/k1 at load ratios 2, 4, 8:
 degree 12: 0.2249, 0.1308, 0.0847
 degree 10: 0.2249, 0.1308, 0.0846
 closed: 0.0718, 0.0161, 0.0039
model density 2300 kg/m^3; clamped-disc weight deflection 66.1 um
```
